# Scalar-relativistic and j-averaged Dirac levels of the lead atom: test program

```python
"""
Lead atom in LDA: Koelling-Harmon (KH) scalar levels against Dirac levels
averaged over j with weights 2j+1.
Result under test: KH omits a spin-orbit term whose j-average vanishes in first
order; the remaining relative energy error in a common potential is largest
for 6p among 5d, 6s and 6p.
Symbols (Hartree atomic units): P, Q = r times large and small radial functions;
x = ln r; z = r V(r); kappa = Dirac quantum number; M = 1 + (E-V)/(2 c^2);
so = factor on the omitted spin-orbit term (0: KH, 1: full; None: Dirac system).
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.interpolate import CubicSpline
from pyscf.dft import libxc

C = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 82
X = np.linspace(np.log(1e-6), np.log(50.0), 900)
H = X[1] - X[0]
R = np.exp(X)
SHELLS = [(1, 0, 2), (2, 0, 2), (2, 1, 6), (3, 0, 2), (3, 1, 6), (3, 2, 10),
          (4, 0, 2), (4, 1, 6), (4, 2, 10), (4, 3, 14), (5, 0, 2), (5, 1, 6),
          (5, 2, 10), (6, 0, 2), (6, 1, 2)]
TARGETS = {"5d": (5, 2), "6s": (6, 0), "6p": (6, 1)}


def make_potential(x, z):
    """Store z and r^2 dV/dr on grid points and midpoints."""
    spline = CubicSpline(x, z)
    middle = 0.5 * (x[1:] + x[:-1])
    return {"h": x[1] - x[0], "r": np.exp(x), "z": z,
            "force": spline(x, 1) - z, "rm": np.exp(middle),
            "zm": spline(middle),
            "forcem": spline(middle, 1) - spline(middle)}


def coefficients(r, z, force, energy, l, kappa, so):
    """Off-diagonal elements of d(P,Q)/dx and the weight of P^2 in the norm."""
    b = 2 * C * r + (energy * r - z) / C
    d = (z - energy * r) / C
    if so is None:
        return b, d, np.ones_like(r)
    ll = l * (l + 1)
    strength = so * (kappa + 1)
    d = d + ll / b - strength * force / (C * b**2)
    weight = 1 + ll / b**2 - 2 * strength * force / (C * b**3)
    return b, d, weight


def bound_state(pot, n, l, kappa, so, guess=None):
    """Shooting with fourth-order Magnus steps; returns energy, density, <r>."""
    r, z, h = pot["r"], pot["z"], pot["h"]
    a = float(-kappa) if so is None else 1.0
    low, high = -0.8 * Z**2, -1e-4
    energy = guess if guess is not None else -np.sqrt(low * high)
    barrier = z / r + l * (l + 1) / (2 * r**2)
    for _ in range(200):
        allowed = np.nonzero(barrier < energy)[0]
        if len(allowed) == 0:
            low = energy
            energy = -np.sqrt(low * high)
            continue
        match = int(min(max(allowed[-1], 20), len(r) - 20))
        decay = np.cumsum(np.sqrt(2 * np.maximum(barrier[match:] - energy, 0))
                          * r[match:] * h)
        last = int(min(match + max(10, np.searchsorted(decay, 32.0)),
                       len(r) - 1))
        b, d, weight = coefficients(r[:last + 1], z[:last + 1],
                                    pot["force"][:last + 1],
                                    energy, l, kappa, so)
        bm, dm, _unused = coefficients(pot["rm"][:last], pot["zm"][:last],
                                       pot["forcem"][:last],
                                       energy, l, kappa, so)
        o11 = h * a + h**2 / 12 * (b[1:] * d[:-1] - b[:-1] * d[1:])
        o12 = (h / 6 * (b[:-1] + 4 * bm + b[1:])
               + h**2 / 6 * a * (b[:-1] - b[1:]))
        o21 = (h / 6 * (d[:-1] + 4 * dm + d[1:])
               + h**2 / 6 * a * (d[1:] - d[:-1]))
        square = o11**2 + o12 * o21
        root = np.sqrt(np.abs(square)) + 1e-200
        ch = np.where(square > 0, np.cosh(root), np.cos(root))
        sh = np.where(square > 0, np.sinh(root), np.sin(root)) / root
        t11, t12, t21, t22 = ch + sh * o11, sh * o12, sh * o21, ch - sh * o11

        # Regular solution, outward from the nucleus.
        exponent = np.sqrt(max(a * a + b[0] * d[0], 0.0))
        p, q = 1.0, float((exponent - a) / b[0])
        p_out, q_out = [p], [q]
        for m11, m12, m21, m22 in zip(t11[:match].tolist(),
                                      t12[:match].tolist(),
                                      t21[:match].tolist(),
                                      t22[:match].tolist()):
            p, q = m11 * p + m12 * q, m21 * p + m22 * q
            p_out.append(p)
            q_out.append(q)

        # Decaying solution, inward; each step matrix has determinant one.
        exponent = np.sqrt(max(a * a + b[-1] * d[-1], 0.0))
        p = 1e-10
        q = float(p * (-exponent - a) / b[-1])
        p_in, q_in = [p], [q]
        for m11, m12, m21, m22 in zip(t11[match:][::-1].tolist(),
                                      t12[match:][::-1].tolist(),
                                      t21[match:][::-1].tolist(),
                                      t22[match:][::-1].tolist()):
            p, q = m22 * p - m12 * q, -m21 * p + m11 * q
            p_in.append(p)
            q_in.append(q)
        scale = p_out[-1] / p_in[-1]
        large = np.concatenate((p_out, scale * np.array(p_in[::-1])[1:]))
        small = np.concatenate((q_out, scale * np.array(q_in[::-1])[1:]))
        raw = weight * large**2 + small**2
        norm = h * np.sum(raw * r[:last + 1])
        nodes = np.count_nonzero(np.sign(large[1:]) != np.sign(large[:-1]))
        if nodes != n - l - 1:
            if nodes > n - l - 1:
                high = energy
            else:
                low = energy
            energy = -np.sqrt(low * high)
            continue
        step = C * p_out[-1] * (q_out[-1] - scale * q_in[-1]) / norm
        if abs(step) < 1e-9 * max(1.0, abs(energy)):
            density = np.zeros_like(r)
            density[:last + 1] = raw / norm
            return energy + step, density, h * np.sum(density * r**2)
        if step > 0:
            low = energy
        else:
            high = energy
        trial = energy + step
        energy = trial if low < trial < high else -np.sqrt(low * high)
    raise AssertionError("radial state not found")


def cumulative(f):
    """Running integral over x with end-point correction."""
    trapezoid = np.concatenate(([0.0], np.cumsum((f[1:] + f[:-1]) * H / 2)))
    slope = np.gradient(f, H)
    return trapezoid - H**2 / 12 * (slope - slope[0])


def hartree_times_r(density):
    inner = cumulative(density * R)
    outer = cumulative(density)
    return inner + R * (outer[-1] - outer)


def kappas(l):
    """Pairs of kappa and fractional degeneracy."""
    pairs = [(-l - 1, (l + 1) / (2 * l + 1))]
    if l > 0:
        pairs.append((l, l / (2 * l + 1)))
    return pairs


def self_consistent(dirac, z):
    """Solve the atom; returns levels, z and the number of cycles."""
    levels = []
    for n, l, electrons in SHELLS:
        if dirac:
            levels += [(n, l, k, electrons * w) for k, w in kappas(l)]
        else:
            levels.append((n, l, 0, electrons))
    states, inputs, residuals = {}, [], []
    for cycle in range(80):
        pot = make_potential(X, z)
        total = np.zeros_like(R)
        for n, l, k, electrons in levels:
            key = (n, l, k)
            guess = states[key][0] if key in states else None
            e, density, radius = bound_state(pot, n, l, k,
                                             None if dirac else 0.0, guess)
            states[key] = (e, radius)
            total += electrons * density
        rho = total / (4 * np.pi * R**2)
        vxc = np.ravel(libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
        residual = -Z + hartree_times_r(total) + R * vxc - z
        error = np.max(np.abs(residual))
        if error < 1e-6:
            return states, z, cycle + 1
        inputs.append(z)
        residuals.append(residual)
        new = z + 0.3 * residual
        if cycle >= 2 and (error < 1.0 or cycle >= 12):
            dz = np.diff(np.array(inputs[-6:]), axis=0).T
            df = np.diff(np.array(residuals[-6:]), axis=0).T
            mix = np.linalg.lstsq(df, residual, rcond=1e-8)[0]
            new = new - (dz + 0.3 * df) @ mix
        z = new
    raise AssertionError("self-consistency not reached")


def j_average(states, n, l):
    return sum(w * np.array(states[(n, l, k)]) for k, w in kappas(l))


# Radial solver against exact point-nucleus results.
coulomb = make_potential(X, np.full_like(X, -float(Z)))
sommerfeld_error = 0.0
for n, l, k in [(1, 0, -1), (2, 1, 1), (6, 1, -2), (5, 2, 2)]:
    gamma = np.sqrt(k**2 - (Z / C)**2)
    exact = C**2 * (1 / np.sqrt(1 + (Z / C / (n - abs(k) + gamma))**2) - 1)
    found = bound_state(coulomb, n, l, k, None)
    sommerfeld_error = max(sommerfeld_error, abs(found[0] / exact - 1))
    if n == 1:
        assert abs(found[2] * 2 * Z / (2 * gamma + 1) - 1) < 1e-5
assert sommerfeld_error < 2e-6

# Hartree potential of an exponential density with known closed form.
decay_rate = 5.0
trial_density = 4 * decay_rate**3 * R**2 * np.exp(-2 * decay_rate * R)
closed_form = 1 - (1 + decay_rate * R) * np.exp(-2 * decay_rate * R)
assert np.max(np.abs(hartree_times_r(trial_density) - closed_form)) < 2e-6

# Both self-consistent atoms.
scaled_r = R * Z**(1 / 3) / 0.88534
start = -np.maximum(Z / (1 + 0.53625 * scaled_r)**2, 1.0)
dirac, z_dirac, cycles_dirac = self_consistent(True, start)
scalar, z_scalar, cycles_scalar = self_consistent(False, z_dirac)

# Dirac levels in the converged KH potential.
common = make_potential(X, z_scalar)
frozen = {}
for n, l in TARGETS.values():
    for k, w in kappas(l):
        e, density, radius = bound_state(common, n, l, k, None,
                                         dirac[(n, l, k)][0])
        frozen[(n, l, k)] = (e, radius)

# Exact elimination: full spin-orbit term must restore the Dirac energies.
elimination_error = 0.0
for n, l in [(6, 1), (5, 2)]:
    for k, w in kappas(l):
        e = bound_state(common, n, l, k, 1.0, frozen[(n, l, k)][0])[0]
        elimination_error = max(elimination_error,
                                abs(e - frozen[(n, l, k)][0]))
assert elimination_error < 2e-5

# Order of the averaged 6p shift in the spin-orbit strength.
e_scalar = bound_state(common, 6, 1, 0, 0.0, scalar[(6, 1, 0)][0])[0]
shifts = []
for strength in (0.02, 0.04):
    mean = sum(w * bound_state(common, 6, 1, k, strength, e_scalar)[0]
               for k, w in kappas(1))
    shifts.append(mean - e_scalar)
order = np.log2(abs(shifts[1] / shifts[0]))
assert abs(order - 2) < 0.2

# Radial step size halved in the same potential.
fine_x = np.linspace(X[0], X[-1], 2 * len(X) - 1)
fine = make_potential(fine_x, CubicSpline(X, z_scalar)(fine_x))
grid_error = max(abs(bound_state(fine, 6, 1, k, None, frozen[(6, 1, k)][0])[0]
                     - frozen[(6, 1, k)][0]) for k, w in kappas(1))
assert grid_error < 5e-6

# Deviations are KH minus j-average; columns are energy and mean radius.
scf_dev, direct_dev, relative_scf, relative_direct = {}, {}, {}, {}
splitting, radius_spread = {}, {}
for name, (n, l) in TARGETS.items():
    kh = np.array(scalar[(n, l, 0)])
    average, average_common = j_average(dirac, n, l), j_average(frozen, n, l)
    scf_dev[name] = kh - average
    direct_dev[name] = kh - average_common
    relative_scf[name] = 100 * scf_dev[name] / np.abs(average)
    relative_direct[name] = 100 * direct_dev[name] / np.abs(average_common)
    if l > 0:
        gap = np.array(dirac[(n, l, -l - 1)]) - np.array(dirac[(n, l, l)])
        splitting[name] = (gap[0], 100 * gap[0] / abs(average[0]))
        radius_spread[name] = 100 * gap[1] / average[1]
assert abs(relative_direct["6p"][0]) > abs(relative_direct["5d"][0])
assert abs(relative_direct["6p"][0]) > abs(relative_direct["6s"][0])
assert splitting["6p"][1] > splitting["5d"][1]
assert radius_spread["6p"] > radius_spread["5d"]


def worst(table, column):
    return max(table, key=lambda name: abs(table[name][column]))


print(f"Z = {Z}; electrons = {sum(s[2] for s in SHELLS)}; c = {C:.6f} a.u.")
print(f"grid: {len(R)} points, {R[0]:.1e} to {R[-1]:.1f} bohr")
print(f"SCF cycles: Dirac {cycles_dirac}, KH {cycles_scalar}")
print(f"largest relative Sommerfeld energy error: {sommerfeld_error:.1e}")
print(f"largest error of eliminated equation: {elimination_error:.1e} hartree")
print(f"6p energy change on halving the step: {grid_error:.1e} hartree")
print("self-consistent Dirac spinors: energy (hartree), <r> (bohr)")
for name, (n, l) in TARGETS.items():
    for k, w in kappas(l):
        e, radius = dirac[(n, l, k)]
        print(f"  {name} j={2 * abs(k) - 1}/2: {e:.6f}, {radius:.5f}")
print("self-consistent levels: KH E, mean E (hartree); KH r, mean r (bohr)")
for name, (n, l) in TARGETS.items():
    kh, average = scalar[(n, l, 0)], j_average(dirac, n, l)
    print(f"  {name}: {kh[0]:.6f}, {average[0]:.6f}; "
          f"{kh[1]:.5f}, {average[1]:.5f}")
print("self-consistent KH - mean: E (mhartree, %), r (bohr, %)")
for name in TARGETS:
    dev, rel = scf_dev[name], relative_scf[name]
    print(f"  {name}: {1000 * dev[0]:.3f}, {rel[0]:.3f}; "
          f"{dev[1]:.5f}, {rel[1]:.3f}")
print("common KH potential, KH - mean: E (mhartree, %), r (bohr, %)")
for name in TARGETS:
    dev, rel = direct_dev[name], relative_direct[name]
    print(f"  {name}: {1000 * dev[0]:.3f}, {rel[0]:.3f}; "
          f"{dev[1]:.5f}, {rel[1]:.3f}")
print("part due to change of potential: E (mhartree), r (bohr)")
for name in TARGETS:
    part = scf_dev[name] - direct_dev[name]
    print(f"  {name}: {1000 * part[0]:.3f}, {part[1]:.5f}")
print("spin-orbit splitting (hartree, % of |mean E|); radius spread (%)")
for name in splitting:
    print(f"  {name}: {splitting[name][0]:.6f}, {splitting[name][1]:.2f}; "
          f"{radius_spread[name]:.2f}")
print(f"6p averaged shift at so=0.02: {1e6 * shifts[0]:.4f} microhartree")
print(f"6p averaged shift at so=0.04: {1e6 * shifts[1]:.4f} microhartree")
print(f"measured power of spin-orbit strength: {order:.3f}")
print(f"6p self-consistent deviation: {scf_dev['6p'][0] * HARTREE_EV:.4f} eV")
print(f"6p common-potential deviation: "
      f"{direct_dev['6p'][0] * HARTREE_EV:.4f} eV")
print("worst level by |dE|, |dE/E|, |dr|, |dr/r|")
for label, absolute, relative in [
        ("self-consistent", scf_dev, relative_scf),
        ("common potential", direct_dev, relative_direct)]:
    print(f"  {label}: {worst(absolute, 0)}, {worst(relative, 0)}, "
          f"{worst(absolute, 1)}, {worst(relative, 1)}")
print("success")
```

Printed output:

```
Z = 82; electrons = 82; c = 137.035999 a.u.
grid: 900 points, 1.0e-06 to 50.0 bohr
SCF cycles: Dirac 13, KH 10
largest relative Sommerfeld energy error: 1.0e-07
largest error of eliminated equation: 2.5e-07 hartree
6p energy change on halving the step: 7.4e-08 hartree
self-consistent Dirac spinors: energy (hartree), <r> (bohr)
  5d j=5/2: -0.741507, 1.32919
  5d j=3/2: -0.837107, 1.27905
  6s j=1/2: -0.450770, 2.30743
  6p j=3/2: -0.121778, 3.49908
  6p j=1/2: -0.177140, 2.99777
self-consistent levels: KH E, mean E (hartree); KH r, mean r (bohr)
  5d: -0.782532, -0.779747; 1.30701, 1.30913
  6s: -0.452676, -0.450770; 2.30457, 2.30743
  6p: -0.136061, -0.140232; 3.34407, 3.33198
self-consistent KH - mean: E (mhartree, %), r (bohr, %)
  5d: -2.785, -0.357; -0.00212, -0.162
  6s: -1.905, -0.423; -0.00285, -0.124
  6p: 4.171, 2.974; 0.01209, 0.363
common KH potential, KH - mean: E (mhartree, %), r (bohr, %)
  5d: 1.949, 0.248; 0.00011, 0.008
  6s: -0.000, -0.000; 0.00000, 0.000
  6p: 5.292, 3.744; 0.02170, 0.653
part due to change of potential: E (mhartree), r (bohr)
  5d: -4.734, -0.00223
  6s: -1.905, -0.00285
  6p: -1.121, -0.00961
spin-orbit splitting (hartree, % of |mean E|); radius spread (%)
  5d: 0.095601, 12.26; 3.83
  6p: 0.055362, 39.48; 15.05
6p averaged shift at so=0.02: -1.5858 microhartree
6p averaged shift at so=0.04: -6.3649 microhartree
measured power of spin-orbit strength: 2.005
6p self-consistent deviation: 0.1135 eV
6p common-potential deviation: 0.1440 eV
worst level by |dE|, |dE/E|, |dr|, |dr/r|
  self-consistent: 6p, 6p, 6p, 6p
  common potential: 6p, 6p, 6p, 6p
success
```
